# Back-donation and Si–H bond stretching in a three-orbital silane complex

## Back-donation at a fixed geometry

Q: Electronegative groups on silicon are said to help a metal break the Si–H bond of a coordinated silane. The antibond drops, the metal puts more charge into it, and the bond gives way. Before I accept any of these steps, I need to know which orbitals and electrons you mean.

A: In a sigma complex the silane is attached to the metal through its Si–H bond, which lies side-on to the metal. I keep three real orbitals: an occupied metal orbital $d$, the Si–H bonding orbital $s$ (usually called $\sigma$), and the Si–H antibonding orbital $a$ (usually called $\sigma^*$). They are taken as orthonormal. Two electrons come from the metal and two from the bond. The electrons move independently in a mean field, so the model is the matrix

$$
H=\begin{pmatrix}\varepsilon_d & W & V\\ W & \varepsilon_s & 0\\ V & 0 & \varepsilon_a\end{pmatrix}
$$

in the order $d,s,a$. Here $V=\langle d|H|a\rangle$ and $W=\langle d|H|s\rangle$. The zero appears because $s$ and $a$ are defined as the two eigenstates of the free bond. I assume $V\neq0$ and $\varepsilon_a>\varepsilon_s$.

Q: Why should the same metal orbital couple to both $s$ and $a$? In a side-on H$_2$ complex, symmetry would separate them.

A: The two ends of an Si–H bond differ, so no reflection exchanges them. A metal orbital that overlaps mainly with the antibond can retain some coupling to the bond. Setting $W=0$ recovers the symmetric case. What the model omits is an empty metal orbital that accepts charge from $s$. That donation matters in real complexes, and its size has to be estimated separately.

Q: Then define back-donation. A population in $a$ might come from $s$ rather than from the metal.

A: Four electrons fill the two lowest eigenstates and leave the highest one empty. Call the empty state $u=(u_d,u_s,u_a)$, normalized, with energy $E$. Three orthonormal eigenstates together give the unit matrix, so the two filled ones, each with two electrons, have the density matrix

$$P=2(1-uu^{T}).$$

Its diagonal elements give the antibond population $n$, the hole $h$ in the bond orbital, and the charge $m$ lost by the metal:

$$
\begin{aligned}
n&=P_{aa}=2(1-u_a^2),\\
h&=2-P_{ss}=2u_s^2,\\
m&=2-P_{dd}=2u_d^2 .
\end{aligned}
$$

Since $u_d^2=1-u_a^2-u_s^2$, we have $m=n-h$. The antibond therefore gains $m$ from the metal and $h$ from the bond. I use $n$ as the measure of back-donation, but $m$ must be followed too, for the reason you give.

Q: And the strength of the bond?

A: A pair in $s$ makes the bond, while a pair in $a$ cancels it. I define the bond index

$$
B=\frac{P_{ss}-P_{aa}}2=u_a^2-u_s^2=1-\frac{n+h}{2}.
$$

It is 1 in the free silane and 0 when both orbitals are full. It measures occupation, and is not a dissociation energy.

Q: Now lower $\varepsilon_a$. The empty state $u$ changes too, so how can you be sure of the sign?

A: First find $u$. The three rows of $Hu=Eu$ are

$$
\begin{aligned}
\varepsilon_du_d+Wu_s+Vu_a&=Eu_d,\\
Wu_d+\varepsilon_su_s&=Eu_s,\\
Vu_d+\varepsilon_au_a&=Eu_a.
\end{aligned}
$$

With $p=E-\varepsilon_a$ and $q=E-\varepsilon_s$, the last two rows give

$$u_s=\frac Wq\,u_d,\qquad u_a=\frac Vp\,u_d.$$

Substitution into the first row, followed by division by $u_d$, gives

$$E-\varepsilon_d=\frac{V^2}{p}+\frac{W^2}{q}.$$

Q: You divided by $p$, $q$ and $u_d$. Can any of them vanish?

A: The highest eigenvalue is at least as large as the expectation value of $H$ in any normalized state. Within the pair $d,a$ the best such value is

$$\frac{\varepsilon_d+\varepsilon_a}{2}+\frac12\sqrt{(\varepsilon_a-\varepsilon_d)^2+4V^2},$$

which exceeds both $\varepsilon_d$ and $\varepsilon_a$ because $V\neq0$. Thus $p>0$, and $q=p+\varepsilon_a-\varepsilon_s>p$. If $u_d$ were zero, the last two rows would force $u_s=u_a=0$, which is impossible for a normalized state.

Now set $A=V^2/p^2$ and $S=W^2/q^2$. Normalization gives

$$
\begin{aligned}
u_d^2&=\frac1{1+A+S},\\
u_a^2&=\frac A{1+A+S},\\
u_s^2&=\frac S{1+A+S}.
\end{aligned}
$$

Q: I still see $E$ hidden in both $p$ and $q$.

A: Its derivative is simple. Since $E=u^{T}Hu$, a small change gives

$$dE=u^{T}(dH)u+2(du)^{T}Hu=u^{T}(dH)u+2E(du)^{T}u.$$

The last term is zero because the length of $u$ is fixed. If $dH$ contains only $d\varepsilon_a$, then $dE=u_a^2\,d\varepsilon_a$.

Let substituents lower the antibond by $D$, so that $d\varepsilon_a=-dD$, with $\varepsilon_d,\varepsilon_s,V,W$ held fixed. Then

$$\frac{dp}{dD}=1-u_a^2>0,\qquad \frac{dq}{dD}=-u_a^2<0.$$

The empty level falls, but by less than $\varepsilon_a$ does. Hence $A$ decreases, while $S$ increases if $W\neq0$. Write the two populations as

$$
\begin{aligned}
n&=2-\frac{2}{1+(1+S)/A},\\
h&=\frac{2}{1+(1+A)/S}\qquad(W\neq0).
\end{aligned}
$$

The ratio $(1+S)/A$ rises, so $n$ rises. The ratio $(1+A)/S$ falls, so $h$ rises; for $W=0$ it stays zero. Therefore $B=1-(n+h)/2$ falls strictly. This holds for any nonzero $V$, weak or strong, within the model.

Q: But both $n$ and $h$ rise. Perhaps the extra charge in $a$ comes out of the bond, and the metal gives nothing more.

A: That is decided by $m=2/(1+A+S)$. Differentiation of $A=V^2/p^2$ and $S=W^2/q^2$ gives

$$
\frac{d(A+S)}{dD}=-\frac{2A(1-u_a^2)}p+\frac{2Su_a^2}{q}.
$$

Insert $u_a^2=Au_d^2$ and $1-u_a^2=(1+S)u_d^2$:

$$
\frac{d(A+S)}{dD}=2Au_d^2\left[-\frac{1+S}{p}+\frac Sq\right].
$$

Because $q>p$, the bracket is at most $-1/p$, and so it is negative. The denominator of $m$ falls, and $m$ rises. The metal does lose more charge. The condition used here is $\varepsilon_a>\varepsilon_s$.

Q: A sign is not a size. What does the formula give when the coupling to the bond is small?

A: Put $W=0$ and let $G=\varepsilon_a-\varepsilon_d$ be the gap to the antibond, with $R=\sqrt{G^2+4V^2}$. The upper eigenvalue gives $p=(R-G)/2$ and $E-\varepsilon_d=(R+G)/2$. Their product is $V^2$, so

$$A=\frac{V^2}{p^2}=\frac{R+G}{R-G},\qquad u_a^2=\frac{A}{1+A}=\frac{R+G}{2R}.$$

Hence

$$n=2(1-u_a^2)=1-\frac{G}{\sqrt{G^2+4V^2}}.$$

For $2|V|\ll G$, expansion of the square root gives $n\simeq2V^2/G^2$. At $G=0$, one electron sits in $a$. For $G$ large and negative, $n$ approaches 2: both metal electrons have moved into the antibond.

Take $\varepsilon_d=0$, $\varepsilon_s=-6$ eV, $\varepsilon_a=4$ eV and $V=1.5$ eV. With $W=0$,

$$n=1-\frac{4}{\sqrt{16+9}}=0.20.$$

The weak-coupling formula would give $2(2.25)/16=0.28$, about 40% more than the two-level value, so it is too crude here.

Q: And with the bond orbital coupled in?

A: With $W=0.5$ eV, numerical diagonalization of the $3\times3$ matrix at the free-silane bond length gives:

| $D$ (eV) | $n$ | $m$ | $B$ |
|---|---:|---:|---:|
| 0 | 0.202 | 0.202 | 0.899 |
| 1 | 0.297 | 0.296 | 0.851 |
| 2 | 0.452 | 0.450 | 0.773 |

The hole $h$ is below 0.002 electron throughout. In this example nearly all the antibond charge comes from the metal.

Q: The second electronvolt adds more charge than the first. Is there a reason?

A: First-order perturbation theory gives the local slope. For $\delta H=-\delta D\,|a\rangle\langle a|$, the empty state gains filled states $k$ with coefficients $-\delta D\,k_au_a/(E-E_k)$. Therefore

$$
\delta u_a=-\delta D\,u_a\sum_k\frac{k_a^2}{E-E_k}.
$$

Since $\delta n=-4u_a\delta u_a$,

$$
\frac{dn}{dD}=4u_a^2\sum_{k\,\mathrm{filled}}\frac{k_a^2}{E-E_k}.
$$

At $D=1$ eV this is 0.120 electron per eV. For $W=0$, differentiation of the two-level formula gives $dn/dD=4V^2/R^3$. It grows while $G$ falls towards zero, which accounts for the increasing steps. It shrinks again once $G$ is negative.

Q: Your substituent touches one level. A real chlorine atom would surely alter the bond and the metal as well.

A: A shift common to all three levels adds a multiple of the unit matrix and changes no population. So $D$ must mean lowering relative to the metal. The coupling matters too: for $W=0$, $n$ depends only on $G/|V|$. If $G$ falls from 4 to 3 eV while $V$ falls from 1.5 to $1.5\times3/4=1.125$ eV, back-donation is unchanged. A 25% loss of coupling cancels a 1 eV lowering.

Q: Is there evidence that chlorine lowers the antibond at all?

A: Some, but it is not conclusive. I calculated SiH$_4$, SiH$_3$Cl, SiH$_2$Cl$_2$ and SiHCl$_3$ by restricted Hartree–Fock theory in the 6-31G basis. The angles were tetrahedral, with Si–H 1.48 Å and Si–Cl 2.02 Å. A minimal 1s orbital on one hydrogen was projected onto the empty orbitals as a rough probe of the antibond, and onto the filled ones as a rough probe of the bond. The mean orbital energies of the projections are:

| Cl atoms | Empty level at H (eV) | Filled level at H (eV) |
|---|---:|---:|
| 0 | 9.55 | −17.54 |
| 1 | 8.73 | −18.48 |
| 2 | 7.88 | −19.35 |
| 3 | 7.03 | −20.17 |

Three chlorines lower the empty level seen at hydrogen by 2.5 eV in this basis. The table is not converged in the basis. With polarization functions the same lowering is 1.2 eV (def2-SVP) or 1.4 eV (cc-pVDZ), the filled level falls by 1.4 or 1.5 eV instead of 2.6 eV, and the empty level of SiH$_4$ moves to about 11 eV. For this probe the sign is stable but the size is not. That is not yet the antibond, which also has a large part on silicon. If the antibonding combination of a silicon sp$^3$ hybrid and the hydrogen 1s orbital is projected instead, three chlorines lower the mean energy by only 0.3 eV in the 6-31G basis and raise it by 1.1 eV in the def2-SVP basis. The direction therefore depends on how the antibond is defined and on the basis. These energies are not electron affinities, and their 27 eV separation is not the 10 eV splitting of the model. Correlation and geometry relaxation are absent. The lowering $D$ remains an assumption of the model, to be checked for each substituent.

Q: But the filled level at hydrogen falls too, by 2.6 eV. You held the bond level fixed!

A: Then let $s$ and $a$ fall together by $D$ relative to the metal. Now $dE/dD=-(u_a^2+u_s^2)=u_d^2-1$, so both $p$ and $q$ grow at the rate $u_d^2$. Consequently

$$
\frac{d}{dD}\ln\frac{1+S}{A}
=2u_d^2\left[\frac1p-\frac{S}{q(1+S)}\right]>0,
$$

because $q>p$. Thus $n$ still rises. For the bond index, use $1-B=(1+2S)/(1+A+S)$. The derivative of its inverse has the sign of

$$
\begin{aligned}
&\frac{dA}{dD}(1+2S)-\frac{dS}{dD}(1+2A)\\
&=-2u_d^2\left[\frac Ap-\frac Sq+2AS\left(\frac1p-\frac1q\right)\right].
\end{aligned}
$$

Here $A/p=V^2/p^3$ and $S/q=W^2/q^3$. If $|V|\ge|W|$, the bracket is positive, and $B$ falls. The conclusion survives a common lowering of the silane levels under that condition.

## Stretching and cleavage of the bond

Q: So far no atom has moved. Restate what you carry over, and then show me that a smaller bond index means a longer bond.

A: The orbitals are $d$ (metal), $s$ (Si–H bond) and $a$ (antibond), with levels $\varepsilon_d,\varepsilon_s,\varepsilon_a$ and couplings $V=\langle d|H|a\rangle$, $W=\langle d|H|s\rangle$. Four electrons leave one state $u$ empty, at energy $E$. The antibond holds $n=2(1-u_a^2)$ electrons, the bond has a hole $h=2u_s^2$, and $B=u_a^2-u_s^2=1-(n+h)/2$. Lowering $\varepsilon_a$ by $D$, with the other parameters fixed, raises $n$, does not reduce $h$, and lowers $B$. For $W=0$, $n=1-G/\sqrt{G^2+4V^2}$ with $G=\varepsilon_a-\varepsilon_d$.

Let $x$ be the stretch from the free Si–H length. Stretching weakens the interaction between silicon and hydrogen, so the antibond falls and the bond rises. To first order in $x$,

$$
\begin{aligned}
\varepsilon_a(x)&=\varepsilon_{a0}-D-gx,\\
\varepsilon_s(x)&=\varepsilon_{s0}+gx,
\end{aligned}
$$

with $g>0$. Equal slopes are a simplification: with slopes $g_a$ for the antibond and $g_s$ for the bond, the term $g(n+h)$ found below becomes $g_an+g_sh$. I hold $V$ and $W$ fixed, and stay where $\varepsilon_a>\varepsilon_s$.

Q: The filled bond orbital rises as you stretch. If you also add a spring, do you not count the bond energy twice?

A: I would, without a subtraction. The spring energy $kx^2/2$ is the energy of the free silane, including its filled bond orbital. In the complex, the free-bond contribution $2\varepsilon_s$ is replaced by twice the sum of the two lowest eigenvalues, $E_1$ and $E_2$. Thus

$$
U(x)=\frac12kx^2+2(E_1+E_2)-2\varepsilon_s(x).
$$

The trace of $H$ is $\varepsilon_d+\varepsilon_s+\varepsilon_a=E_1+E_2+E$, so

$$
U(x)=\frac12kx^2+2\varepsilon_d+2\varepsilon_a(x)-2E(x).
$$

The derivative of $E$ is the expectation value of the derivative of $H$ in $u$:

$$
\frac{dE}{dx}=-gu_a^2+gu_s^2=-gB.
$$

Since $d\varepsilon_a/dx=-g$,

$$
\begin{aligned}
\frac{dU}{dx}&=kx-2g+2gB\\
&=kx-2g(1-B)\\
&=kx-g(n+h).
\end{aligned}
$$

At equilibrium,

$$
x=\frac{g(n+h)}k=\frac{2g(1-B)}k.
$$

Each electron added to $a$, or removed from $s$, pulls the bond open with force $g$.

Q: That relation is circular. The populations depend on $x$, and $x$ depends on the populations.

A: Write $L(D,x)=n+h$. Equilibrium means $kx-gL(D,x)=0$. Differentiate along the equilibrium curve, with subscripts denoting partial derivatives:

$$
k\,dx-gL_D\,dD-gL_x\,dx=0,
$$

so

$$
\frac{dx}{dD}=\frac{gL_D}{k-gL_x}.
$$

We know that $L_D>0$. The denominator is the second derivative $d^2U/dx^2$, which is positive at a stable minimum with nonzero curvature. Hence the bond lengthens.

Q: What does the circularity do to the size of the response?

A: It amplifies it, because $L_x>0$. Stretching lowers $\varepsilon_a$, which raises $L$. It also raises $\varepsilon_s$. In that change alone, $dE=u_s^2\,d\varepsilon_s$, so $p=E-\varepsilon_a$ does not fall and $q=E-\varepsilon_s$ does. The ratio $A=V^2/p^2$ does not rise, and $S=W^2/q^2$ does not fall. By the expressions for $n$ and $h$ in terms of $A$ and $S$, neither population falls. The antibond shift therefore favours further stretching, the bond shift never opposes it, and the effective spring constant $k-gL_x$ is smaller than $k$.

Q: There may be two minima. Your derivative says nothing about the system changing from one to the other.

A: Compare two lengths $x_1<x_2$. Since $\partial^2U/\partial x\,\partial D=-gL_D$,

$$
\frac{\partial}{\partial D}\left[U(x_2,D)-U(x_1,D)\right]
=-g\int_{x_1}^{x_2}L_D\,dx<0.
$$

An increase of $D$ favours the longer bond of any pair. Suppose the lowest minimum moved from $x_2$ inward to $x_1$ as $D$ increased. Before the increase, $x_2$ was at least as low as $x_1$. Afterwards it must be strictly lower, which contradicts the supposed move. So the lowest minimum does not move inward. This concerns equilibrium energies and says nothing about the rate of crossing between minima.

Q: Put in numbers.

A: I keep $\varepsilon_d=0$, $\varepsilon_{s0}=-6$ eV, $\varepsilon_{a0}=4$ eV, $V=1.5$ eV and $W=0.5$ eV. I choose $g=5$ eV/Å, $k=17$ eV/Å$^2$ (272 N/m) and a free length of 1.48 Å. Numerical minimization of $U$, with the matrix diagonalized at each length, gives:

| $D$ (eV) | $n$ | $B$ | Si–H (Å) |
|---|---:|---:|---:|
| 0 | 0.229 | 0.885 | 1.55 |
| 1 | 0.373 | 0.813 | 1.59 |
| 2 | 0.711 | 0.643 | 1.69 |

For $D=1$ eV, $n=0.3731$ and $h=0.0013$, so the force balance reads

$$
x=\frac{5(0.3731+0.0013)}{17}=0.110\ \text{Å}.
$$

Adding this to 1.48 Å gives 1.59 Å.

Q: How much of the change is the feedback you described?

A: With the bond frozen at its free length, raising $D$ from 0 to 2 eV takes $n$ from 0.202 to 0.452. With relaxation, $n$ goes from 0.229 to 0.711. The increase is 0.250 electron in the first case and 0.482 in the second. At $D=1$ eV, the effective spring constant has fallen from 17 to 13.0 eV/Å$^2$, and the local response is 0.061 Å per eV.

Q: This is a bond that stretches. You promised cleavage.

A: In this model, cleavage is the approach of $B$ to zero as the antibond fills. The case $W=0$ shows how it can happen. Then $h=0$, and the gap is $G=G_0-D-gx$, where $G_0=\varepsilon_{a0}-\varepsilon_d$. With $R=\sqrt{G^2+4V^2}$,

$$
\frac{dn}{dG}=-\frac1R+\frac{G^2}{R^3}=-\frac{4V^2}{R^3}.
$$

Since $dG/dx=-g$, the curvature of the energy is

$$
\frac{d^2U}{dx^2}=k-g\frac{dn}{dx}=k-\frac{4g^2V^2}{R^3}.
$$

The smallest value of $R$ is $2|V|$, reached at $G=0$. The curvature is therefore at least $k-g^2/(2|V|)$. If

$$k>\frac{g^2}{2|V|},$$

there is one minimum for each $D$, and it moves outward continuously. For $g=5$ eV/Å and $k=17$ eV/Å$^2$, this requires $|V|>25/34=0.74$ eV. A coupling of 1.5 eV satisfies it.

Q: So weaker coupling breaks the bond more abruptly? That sounds backwards.

A: Weak coupling makes the electron transfer sharper as the levels cross; it does not make $n$ larger before the crossing. Suppose $k<g^2/(2|V|)$ and choose

$$D_c=G_0-\frac{g^2}{k}.$$

Measure the stretch from $g/k$ by writing $x=g/k+y$. Then

$$G=G_0-D_c-g\left(\frac gk+y\right)=-gy.$$

The slope of the energy becomes

$$
\begin{aligned}
\frac{dU}{dx}&=k\left(\frac gk+y\right)-g\left(1-\frac GR\right)\\
&=ky-\frac{g^2y}{\sqrt{g^2y^2+4V^2}}.
\end{aligned}
$$

It is odd in $y$, so the energy is even in $y$. At $y=0$ the curvature is $k-g^2/(2|V|)<0$, which makes this point a maximum. The other stationary points satisfy

$$\sqrt{g^2y^2+4V^2}=\frac{g^2}{k}.$$

Squaring and solving for $y$ gives

$$
y=\pm\frac gk\sqrt{1-\left(\frac{2|V|k}{g^2}\right)^2}.
$$

These two minima have equal energy at $D_c$. Below it the shorter bond is lower in energy, and above it the longer one is. The equilibrium length jumps by

$$
\Delta x=\frac{2g}{k}\sqrt{1-\left(\frac{2|V|k}{g^2}\right)^2}.
$$

Q: Show me the jump with numbers.

A: Keep $G_0=4$ eV, $g$ and $k$, and set $V=0.4$ eV. Then $D_c=4-25/17=2.53$ eV, and

$$
\Delta x=\frac{10}{17}\sqrt{1-\left(\frac{0.8\times17}{25}\right)^2}=0.49\ \text{Å}.
$$

The stretch goes from 0.05 to 0.54 Å. On the long side, $n=kx/g=17(0.541)/5=1.84$. The antibond is nearly full, and $B=1-n/2=0.08$. This is cleavage in the sense of the bond index. The linear levels and the harmonic spring are being used far from the free length, so the jump is a property of the model and not a predicted distance.

Q: You said that an empty metal orbital was missing. Could it reverse the trend?

A: In the example it does not. I added an empty orbital at 3 eV, coupled to $s$ by 2.5 eV and to neither $d$ nor $a$. Four electrons now fill the two lowest of four states, and the same minimization gives stretches of 0.115, 0.167 and 0.299 Å for $D=0$, 1 and 2 eV. The corresponding three-orbital values are 0.068, 0.110 and 0.210 Å. Donation creates a hole $h$ of 0.14 to 0.17 electron and stretches the bond further. These values belong to the chosen acceptor and do not prove the trend for every one.

Q: What if the electronegative group also lowers the metal level?

A: Take $D=1$ eV, and lower $s$ by 0.5 eV and $d$ by 0.3 eV at the same time. The stretch is 0.094 Å, instead of 0.110 Å when $a$ alone is lowered. From the starting value of 0.068 Å, about 60% of the increase remains. The loss comes mainly from the metal shift, which cuts the relative lowering of the antibond to 0.7 eV. Lowering $s$ acts through $u_s^2=h/2$, which is below 0.002 in the three-orbital example.

Q: The spring worries me more. A real bond does not pull back harder and harder without limit.

A: That objection changes the result at $D=2$ eV. I replaced the spring by a Morse energy $Q(1-e^{-\alpha x})^2$, with $Q=4$ eV and $\alpha=\sqrt{k/(2Q)}$, so that the curvature at $x=0$ is unchanged. The level shift $gx$ was replaced by $b(1-e^{-\kappa x})$, with $b=5$ eV and $\kappa=1$ Å$^{-1}$, which has the same initial slope. A search outward in steps of 0.001 Å finds the first minimum at 0.074 Å for $D=0$ and at 0.133 Å for $D=1$ eV. For $D=2$ eV it finds no minimum up to 1 Å.

The Morse restoring force is $2\alpha Q(e^{-\alpha x}-e^{-2\alpha x})$. It is largest when $e^{-\alpha x}=1/2$, where it equals $\alpha Q/2=2.9$ eV/Å. The harmonic equilibrium at $D=2$ eV needs a force of $17\times0.210=3.6$ eV/Å, which the Morse bond cannot supply. That comparison uses the linear levels. The saturating level shift weakens the pull as well, but the search shows that at $D=2$ eV the pull still exceeds the restoring force all the way to 1 Å. The margin is thin, only 0.16 eV/Å near $x=0.44$ Å. With $\kappa=1.1$ Å$^{-1}$ and the same initial slope a minimum returns near 0.41 Å, and with $Q=4.5$ eV near 0.43 Å. Both are about twice the harmonic stretch. The harmonic length of 1.69 Å is therefore not a reliable prediction of a stable complex.

Q: Then how near is any of this to a real complex?

A: The parameters are round values meant for the rough regime of half-sandwich manganese silane complexes; they are not fitted to one. Such complexes have Si–H distances of very roughly 1.8 Å. The three-orbital lengths of 1.55 to 1.69 Å are shorter. The missing acceptor is one assumption that real complexes break: including it lengthens the bonds by 0.05 to 0.09 Å in this example, to between 1.60 and 1.78 Å. Anharmonicity can have a larger effect, as the case $D=2$ eV shows. Orbital overlap, explicit electron correlation and changes in the other metal–ligand bonds remain outside these estimates.

Q: And zero-point motion? Your first shift is only a few hundredths of an ångström.

A: For a free harmonic Si–H bond with masses 28 and 1.008 atomic mass units, the reduced mass $\mu$ and $k$ give $\omega=\sqrt{k/\mu}$, or 2180 cm$^{-1}$. The root-mean-square spread is $\sqrt{\hbar/(2\mu\omega)}=0.09$ Å. This exceeds the 0.04 Å shift between $D=0$ and 1 eV. The spread describes the instantaneous position and does not forbid a smaller shift of the mean. The computed lengths are minima of an energy curve, not vibrationally averaged distances.

Q: If I wanted a silane whose bond is further along towards cleavage, may I simply add chlorine?

A: Not without checking your complex. The argument applies if the metal orbital is filled, the antibond falls relative to it, and the coupling $V$ does not shrink enough to cancel the gain. If the bond level falls by the same amount as the antibond, $|V|\ge|W|$ is sufficient for the bond index to fall in the three-orbital model only. With an empty metal orbital present, lowering $s$ also reduces donation from the bond. For the acceptor used above, a common lowering by 1 eV still lowers $B$ when $V=1.5$ eV and $W=0.5$ eV, but raises it from 0.927 to 0.930 when $V=0.4$ eV and $W=0$. Where the bond index does fall throughout the stretch, the force balance makes the stretch larger. The stretch is measured from the free length, which chlorine changes too: restricted Hartree–Fock in the def2-SVP basis, with the other coordinates frozen, makes Si–H about 0.02 Å shorter in SiHCl$_3$ than in SiH$_4$. A bulky substituent that pushes the silane away from the metal could fail the condition on $V$. And a longer equilibrium bond does not by itself establish a faster catalytic reaction, since no transition state or later step has been calculated.
